\section*{Wannier interpolation of Berry curvature and the error of keeping only centres}

\section*{The problem}

An isolated group of $J$ bands is represented by orthonormal Wannier functions $|\mathbf R n\rangle$, with $w_n(\mathbf r-\mathbf R)$ attached to cell $\mathbf R$. The aim is to obtain the Berry curvature of each band from a few real-space matrices, and to find what is lost when the position matrix is reduced to the orbital centres.

The example is a triangular lattice of artificial atoms in a two-dimensional electron gas, with one spin species and no interaction:
\begin{equation}
H=\frac{(\mathbf p+e\mathbf A_{\rm em})^2}{2m}-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r+\varphi),\qquad
B=\frac{B_0}{3}\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r).
\end{equation}
The $\mathbf G_j$ are shortest reciprocal vectors at $120^\circ$ to each other, one of them along $+y$. The phase $\varphi$ breaks inversion. The field $B$ has zero mean and breaks time reversal. Each well supplies one $s$ and two $p$ orbitals. The parameters are $a=80$ nm, $m=0.067\,m_e$, $V_0=4$ meV, $\varphi=12^\circ$ and $B_0=0.2$ T.

Conventions: $\partial_a=\partial/\partial k_a$, $A_a=i\langle u|\partial_a u\rangle$ and $\Omega=\partial_xA_y-\partial_yA_x$. The electron charge is $-e$.

\section*{(a) Position matrices in the Wannier gauge}

\emph{Express the Berry connection of the Bloch sums of Wannier functions, and its curl, through real-space matrix elements.}

\textbf{Solution.} The periodic part of the Bloch sum $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf Rn\rangle$ is
\begin{equation}
u^W_n=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_n(\mathbf r-\mathbf R),\qquad
i\partial_a u^W_n=\sum_{\mathbf R}(r_a-R_a)e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_n(\mathbf r-\mathbf R).
\end{equation}
In the overlap with $u^W_m$ over one cell, the double lattice sum unfolds into an integral over all space with one function in the home cell:
\begin{equation}
A^W_{a,mn}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|(r_a-R_a)|\mathbf Rn\rangle
=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|r_a|\mathbf Rn\rangle .
\end{equation}
The $R_a$ term vanishes: orthogonality removes it for $\mathbf R\ne0$, and $R_a=0$ in the home cell. Differentiation gives
\begin{equation}
\Omega^W=\partial_xA^W_y-\partial_yA^W_x=\sum_{\mathbf R}ie^{i\mathbf k\cdot\mathbf R}\left(R_x\langle\mathbf 0|y|\mathbf R\rangle-R_y\langle\mathbf 0|x|\mathbf R\rangle\right).
\end{equation}
On-site elements, intra-atomic dipoles included, do not contribute to $\Omega^W$. The Hamiltonian matrix is $H^W=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0|H|\mathbf R\rangle$.

\section*{(b) Rotation to the energy bands}

\emph{Let $U^\dagger H^WU=E$ be diagonal. Find the curvature of a nondegenerate band $n$.}

\textbf{Solution.} Write $\bar M=U^\dagger MU$ and $D_a=U^\dagger\partial_aU$. From $U^\dagger U=1$ follows $D_a^\dagger=-D_a$, so $\partial_aU=UD_a$ and $\partial_aU^\dagger=-D_aU^\dagger$. The band states are $u^H=u^WU$, hence
\begin{equation}
A^H_a=iU^\dagger\langle u^W|\partial_a(u^WU)\rangle=\bar A_a+iD_a .
\end{equation}
For any matrix field $M(\mathbf k)$,
\begin{equation}
\partial_a\bar M=-D_a\bar M+\overline{\partial_aM}+\bar MD_a=\overline{\partial_aM}-[D_a,\bar M].
\label{rot}
\end{equation}
With $M=H^W$, the left side is $\partial_aE$, which is diagonal. An element $n\neq m$ then reads $0=(\overline{\partial_aH^W})_{nm}-D_{a,nm}(E_m-E_n)$, so
\begin{equation}
D_{a,nm}=\frac{(U^\dagger\partial_aH^W\,U)_{nm}}{E_m-E_n},\qquad n\ne m .
\end{equation}
The curl of $iD$ follows from the derivatives of $U$, since the second derivatives cancel:
\begin{equation}
i(\partial_xD_y-\partial_yD_x)=i(\partial_xU^\dagger\partial_yU-\partial_yU^\dagger\partial_xU)
=i(-D_xD_y+D_yD_x)=-i[D_x,D_y].
\end{equation}
Applying (\ref{rot}) to $A^W_y$ and $A^W_x$ and adding gives
\begin{equation}
\boxed{\;\Omega_n=\left[\bar\Omega-[D_x,\bar A_y]+[D_y,\bar A_x]-i[D_x,D_y]\right]_{nn}\;}
\label{main}
\end{equation}
with $\bar\Omega=U^\dagger\Omega^WU$. The undetermined $D_{a,nn}$, a choice of phase, drops out, because in $[D_a,M]_{nn}=\sum_m(D_{a,nm}M_{mn}-M_{nm}D_{a,mn})$ the term $m=n$ cancels.

I call the middle pair the cross term and the last the $DD$ term. Their sizes depend on the choice of Wannier functions. The sum does not, because it is the curvature of the Bloch state itself.

\section*{(c) Sums over bands and the limit of no hopping}

\emph{What happens on summing over bands, at a degeneracy, and when hopping vanishes?}

\textbf{Solution.} Commutators are traceless, so $\sum_{n=1}^J\Omega_n=\mathrm{tr}\,\Omega^W$. A nonzero value measures the coupling to bands outside the group, which (\ref{main}) therefore contains although no outside band appears in it.

At a degeneracy inside the group $D$ in general diverges, and $\Omega_n$ of one band loses its meaning there. For a set $S$ of bands, the contributions to $\sum_{n\in S}[P,Q]_{nn}$ with both indices in $S$ cancel in pairs. The summed curvature then needs only denominators between $S$ and the rest.

Let the atoms be pulled apart, with nondegenerate atomic levels (here the field splits the $p$ shell). Then $H^W$ becomes constant in $\mathbf k$ and $D$ tends to zero. For degenerate levels the numerator and denominator of $D$ would vanish together, and $D$ could stay finite. The intersite position elements vanish, so $\bar\Omega=0$. Every term of (\ref{main}) is then zero, however large the on-site dipoles are. A dipole adds curvature only together with hopping.

\section*{(d) Keeping only the centres}

\emph{Replace $A^W_a$ by $\mathrm{diag}(\tau_{n,a})$, with $\boldsymbol\tau_n=\langle\mathbf 0n|\mathbf r|\mathbf 0n\rangle$. Find the error, and its effect on Chern numbers and on the Hall conductivity.}

\textbf{Solution.} By (\ref{rot}), the part of (\ref{main}) that is linear in $A^W$ is
\begin{equation}
\left[\bar\Omega-[D_x,\bar A_y]+[D_y,\bar A_x]\right]_{nn}=\partial_x(\bar A_y)_{nn}-\partial_y(\bar A_x)_{nn}.
\end{equation}
The same identity holds for the constant matrix of centres, and the $DD$ term is common to both. With $\delta A_a=A^W_a-\mathrm{diag}(\tau_a)$ and $\delta a_{n,a}=(U^\dagger\delta A_aU)_{nn}$, subtraction leaves
\begin{equation}
\Omega_n-\Omega_n^{\rm cen}=\partial_x\delta a_{n,y}-\partial_y\delta a_{n,x}.
\label{curl}
\end{equation}
The field $\delta\mathbf a_n$ is the neglected dipole of the Bloch state. It is unchanged when column $n$ of $U$ is multiplied by a phase, and it is periodic in $\mathbf k$. For a band that is nondegenerate throughout the zone it is also smooth, so the integral of (\ref{curl}) over the zone vanishes. The centres-only curvature gives the correct Chern number.

For partial filling, the semiclassical equations $\hbar\dot{\mathbf k}=-e\mathbf E$ and $\dot{\mathbf r}=\mathbf v-\dot{\mathbf k}\times\Omega\hat{\mathbf z}$ give the anomalous velocity $(e/\hbar)E_y\Omega$ along $x$ for a field along $y$. Multiplying by $-e$ and summing over occupied states,
\begin{equation}
\sigma_{xy}=-\frac{e^2}{h}\frac1{2\pi}\sum_n\int f_n\Omega_n\,d^2k .
\end{equation}
The energies, and hence $f_n$, are unaffected by the truncation. Inserting (\ref{curl}) and integrating by parts over the periodic zone,
\begin{equation}
\sigma_{xy}-\sigma_{xy}^{\rm cen}=\frac{e^2}{h}\frac1{2\pi}\sum_n\int(\partial_xf_n\,\delta a_{n,y}-\partial_yf_n\,\delta a_{n,x})\,d^2k .
\end{equation}
Only states with partial occupation contribute. At zero temperature this is a line integral of $\delta\mathbf a_n$ along the Fermi contour. If all elements of the home cell are kept, $\delta A$ is the intersite part and the same results hold.

\section*{(e) Size of the effect in the $p$ shell}

\emph{Estimate the cross term at $K=(4\pi/3a,0)$ from the on-site dipole of the $p$ shell. How much of it survives in the centres?}

\textbf{Solution.} A threefold rotation about a well multiplies $x+iy$ by $\omega=e^{2\pi i/3}$. Within the $p$ shell the position operator can then couple only $p_+$ with $p_-$. The mirror $x\to-x$ combined with time reversal is also a symmetry, since each reverses $B$. It leaves one real number $\tau$, and in the basis $(p_x,p_y)$
\begin{equation}
x=\tau\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad y=\tau\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
The centres keep $y$ and lose $x$. Truncation thus removes half of one symmetric object and breaks the threefold symmetry of the curvature.

At $K$ the three orbitals have different rotation eigenvalues, so the $p$ bands are $p_\pm$. Let $n,m$ be this pair, with $D_{x,nm}=q$ and $\bar A_{x,nm}=s$, where $|s|=|\tau|$ from the on-site part. Rotation symmetry fixes $D_{y,nm}=i\eta q$ and $\bar A_{y,nm}=i\eta s$ with the same sign $\eta=\pm1$. Since $D$ is anti-Hermitian and $\bar A$ Hermitian, $D_{x,mn}=-q^*$, $D_{y,mn}=i\eta q^*$, $\bar A_{x,mn}=s^*$ and $\bar A_{y,mn}=-i\eta s^*$. Then
\begin{align}
-i[D_x,D_y]_{nn}&=-i(i\eta|q|^2+i\eta|q|^2)=2\eta|q|^2,\\
-[D_x,\bar A_y]_{nn}&=i\eta(qs^*-sq^*)=-2\eta\,\mathrm{Im}(qs^*),\\
[D_y,\bar A_x]_{nn}&=i\eta(qs^*-sq^*)=-2\eta\,\mathrm{Im}(qs^*).
\end{align}
The combined mirror and time reversal leaves $K$ fixed. It commutes with $\partial_xH$ and reverses $x$, so with suitable phases $q$ is real and $s$ imaginary. Hence $|\mathrm{Im}(qs^*)|=|q||\tau|$. The cross term has magnitude $4|q||\tau|$, or $2|\tau|/|q|$ relative to the $DD$ term, and the centres retain half of it. This estimate leaves out intersite position elements and the $s$ orbital.

\section*{(f) Numbers for the lattice}

\emph{Evaluate the terms and the errors, and compare them with a calculation that uses no Wannier functions.}

\textbf{Solution.} The reference follows from first-order perturbation theory, $\langle u_m|\partial_au_n\rangle=\langle m|\partial_aH|n\rangle/(E_n-E_m)$, inserted in $\Omega_n=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle$:
\begin{equation}
\Omega_n=-2\,\mathrm{Im}\sum_{m\neq n}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_n-E_m)^2},
\end{equation}
with $m$ running over all 187 plane-wave states. The Wannier functions come from projection on $s$, $p_x$, $p_y$ Gaussians $\propto e^{-r^2/2\sigma^2}$ with $\sigma=10.4$ nm on a $17\times17$ mesh. On 66 sample points the largest deviation of (\ref{main}) from the reference, relative to the largest curvature of the same band, is $1.6\times10^{-6}$. With a $7\times7$ mesh it is $1.2\times10^{-5}$.

The $s$ band lies near $-13.6$ meV and is 0.003 meV wide. The two $p$ bands lie near $-4.6$ and $-4.4$ meV, are about 0.05 meV wide, and stay at least 0.24 meV apart at each $\mathbf k$. The dipoles are $|\langle s|x|p_x\rangle|=7.9$ nm and $\tau=-0.82$ nm, the latter read from the centres of $p_x$ and $p_y$ at $y=\mp0.82$ nm.

For the lower $p$ band at $K$, in nm$^2$,
\begin{equation}
\Omega_2=\underbrace{-0.57}_{\bar\Omega}+\underbrace{14.02}_{\rm cross}\underbrace{-33.16}_{DD}=-19.71 .
\end{equation}
Part (e) gives $|q|=\sqrt{33.16/2}=4.07$ nm and a cross term of $4\times4.07\times0.823=13.4$ nm$^2$, within 5\% of 14.02. Half of it, 6.7, added to $-33.16$ gives $-26.46$, which is the computed centres-only value. Its magnitude is 34\% too large. At $K'=-K$ the terms are $-3.84$, $-14.93$ and $-42.14$, with sum $-60.91$. The centres give $-49.70$, which is 18\% too small in magnitude. The cross term changes sign between the valleys while the $DD$ term does not.

The sum rule of part (c) can be read off at $K$: the three curvatures $-0.115-19.709+23.694=3.87$ nm$^2$ equal the trace $0.123-0.567+4.313=3.87$ nm$^2$.

Over the whole zone, the rms error relative to the rms curvature of the same band is:
\begin{center}
\begin{tabular}{lccc}
kept & band 1 & band 2 & band 3\\
centres of $s,p_x,p_y$ & 99\% & 28\% & 23\%\\
centres of $sp^2$ hybrids & 56\% & 31\% & 24\%\\
all on-site elements & 131\% & 12\% & 15\%
\end{tabular}
\end{center}
The hybrids are a constant unitary mixture of the same three orbitals, here with one hybrid along $+x$. Their orientation matters: with one hybrid along $+y$ the errors of the two $p$ bands are 143\% and 156\%, and along $-y$ they are 202\% and 198\%. The full formula gives the same curvature in both sets, whereas the centres-only result changes, because it depends on the basis which part of the on-site position matrix is diagonal and so is kept. A centres-only curvature is thus a statement about an orbital choice as well as about a band. The table also depends on the width of the trial Gaussians. For $\sigma=8$ and 13 nm, $\tau$ is unchanged and the $p$-band entries move by at most two points, but the $s$-band errors become 195\% and 141\% for the hybrid centres and 338\% and 164\% for the on-site truncation. The $s$-band terms quoted below hold for $\sigma=10.4$ nm only.

Compared with the $s,p$ centres, keeping all on-site elements lowers the error of the two $p$ bands from 28\% to 12\% and from 23\% to 15\%, but raises that of the $s$ band. At $K$ the $s$ band has $\bar\Omega=0.123$ and a cross term of $-0.238$ nm$^2$, which partly cancel. On-site truncation sets $\bar\Omega$ to zero and removes one side of the balance. The curvature concerned is small, 0.05 nm$^2$ rms against 17 to 18 for the $p$ bands.

\section*{(g) Hall response and the real device}

\emph{How large is the error in the Hall conductivity at 1.5 electrons per cell and spin and 0.3 K, and what would a real device change?}

\textbf{Solution.} All three Chern numbers are zero, with the full curvature and with the centres alone. Part (d) requires the two sets to agree; this example shows it only for topologically trivial bands. The Hall conductivity per spin is $0.00107\,e^2/h$ ($0.041\ \mu$S) with all elements, $0.00104$ with the $s,p$ centres, $0.00105$ with the hybrid centres and $0.00087$ with all on-site elements. The truncated values depend on the orbitals: the on-site one runs from $0.00083$ to $0.00091$ for $\sigma$ from 8 to 13 nm, and the hybrid one is $-0.00009$ or $0.00219$ when one hybrid points along $+y$ or $-y$. The zone sums on $80\times80$ and $96\times96$ points were required to agree only within $0.002\,e^2/h$, more than the values themselves. Trust in these digits rests instead on the smoothness of the periodic integrand: $k_BT=0.026$ meV is comparable with the 0.05 meV bandwidth.

The centres miss the Hall value by only 3\% although the local error is near 30\%, while the locally better on-site truncation misses it by 19\%. The reason can be read from the values, because (\ref{main}) is linear in the position matrix and the occupations are the same in all cases. The intersite elements contribute $0.00107-0.00087=0.00020$, and the off-diagonal on-site elements $0.00087-0.00104=-0.00017$. The centres drop both, and the two nearly cancel; nothing in the derivation enforces this, and at 2.5 electrons per cell and spin the centres miss by 19\% and the on-site truncation by 13\%. A good integrated value therefore does not certify the curvature beneath it.

The period and mass are roughly those of patterned GaAs electron gases. The modulation is demanding: the wells lie $6V_0\cos\varphi=23$ meV below the mean potential, and a field of 0.2 T in the gas needs a modulation of 0.78 T at a height of 15 nm, since it decays as $e^{-|\mathbf G|z}$. The assumption that fails most severely is the absence of interactions. The bare Coulomb energy at one period, with a dielectric constant of about 13, is 1.4 meV, some thirty times the $p$ bandwidth and six times the gap between the $p$ bands. Electrons in the same well repel far more strongly. For two $s$ electrons in a two-dimensional oscillator well the unscreened energy is $\sqrt{\pi/2}\,e^2/(4\pi\epsilon\ell)$, about 13 meV with $\ell=\sqrt2\times7.9$ nm $=11$ nm. This is for a layer of zero thickness; a layer 10 to 30 nm thick lowers it to between 11 and 9 meV, comparable with the 9 meV spacing of the $s$ and $p$ levels. With three electrons per well, both spins counted, a harmonic well of zero thickness keeps the $s^2p$ state lowest, but with a weight of only about 0.8, so the shells mix. Above all, the repulsion within a well is some two hundred times the $p$ bandwidth, so neither the one-electron bands nor the Hall value is a prediction for a device at this filling. Disorder broadening, estimated from the transport lifetime at an assumed mobility of $10^6$ cm$^2$/Vs, is 0.017 meV, a third of the bandwidth. This is a low estimate, since small-angle scattering broadens the levels but hardly limits the mobility. It also leaves out differences between the patterned wells. Raising $V_0$ by 1\% lowers the well bottom by 0.23 meV and raises the oscillator energy of the $p$ level by about 0.10 meV, so the level moves by about 0.13 meV, more than twice the bandwidth. The narrow $p$ bands therefore require wells that are equal to well below one per cent. Zeeman splitting is 0.005 meV. Nonparabolicity due to the in-plane energy changes the mass by the order of one per cent, the ratio of that energy to the semiconductor gap. The energy of confinement normal to the layer, left out here, can raise this to several per cent. The comparison of truncations refers to the one-electron bands at these fixed parameters; the remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
largest coefficient near the plane-wave cutoff 1.9e-06
largest |curvature| on the sample, bands 1 2 3 (nm^2): 0.115 60.907 57.719
largest curvature error / that value, bands 1 2 3:
  7x7 mesh   1.2e-05 2.5e-06 2.5e-06
  17x17 mesh 1.6e-06 1.4e-07 1.5e-07
period 80.0 nm, mass 0.067 m_e, V0 4.0 meV
phase 12.0 deg, peak field 0.2 T, T 0.3 K
hbar^2/2m 568.7 meV nm^2; |G| 0.09069 1/nm
plane waves 187; Gaussian length sigma 10.42 nm
smallest trial overlap 0.983
smallest direct gap to 4th band 6.818 meV
band minima (meV): -13.622 -4.648 -4.390
band maxima (meV): -13.619 -4.601 -4.340
smallest gap between bands 2 and 3: 0.2427 meV
on-site |<s|x|px>| 7.873 nm
x centres of s,px,py (nm): 0.000 -0.000 -0.000
y centres of s,px,py (nm): -0.000 -0.823 0.823
on-site |<px|y|py>| 0.000 nm
non-Hermitian defect of position matrix 3.0e-08 nm
largest energy error, 17x17 mesh 5.9e-13 meV
curvature in nm^2: Obar, cross, DD, sum | reference | centres s,p
  K  band 1: 0.123 -0.238 -0.001 -0.115 | -0.115 | -0.001
  K  band 2: -0.567 14.022 -33.164 -19.709 | -19.709 | -26.457
  K  band 3: 4.313 -13.785 33.165 23.694 | 23.694 | 26.458
  K' band 1: -0.153 0.256 0.001 0.104 | 0.104 | 0.001
  K' band 2: -3.840 -14.925 -42.142 -60.907 | -60.907 | -49.702
  K' band 3: 0.909 14.669 42.141 57.719 | 57.719 | 49.701
rms over zone, bands 1 2 3 (nm^2):
  full curvature    0.052 17.558 17.099
  error centres s,p 0.051 5.000 3.881
  error centres sp2 0.029 5.512 4.183
  error on-site all 0.068 2.085 2.487
rms error / rms curvature, bands 1 2 3 (percent):
  centres s,p 99.13 28.48 22.70
  centres sp2 56.04 31.39 24.46
  on-site all 130.63 11.87 14.54
Chern numbers, full        0.0000 -0.0000 0.0000
Chern numbers, centres s,p -0.0000 -0.0000 0.0000
filling 1.5 per cell and spin, mu -4.6281 meV
Hall conductivity per spin (e^2/h | uS):
  full: 0.00107 | 0.041
  centres s,p: 0.00104 | 0.040
  centres sp2: 0.00105 | 0.041
  on-site all: 0.00087 | 0.034
rough neglected effects:
  Coulomb at one period, eps_r 12.9: 1.395 meV
  Zeeman, |g| 0.44: 0.0051 meV; k_B T 0.0259 meV
  broadening at 1e+06 cm2/Vs: 0.0173 meV
  (mu - well bottom)/band gap 1.52 eV: 0.0124
  drop per period at 1.0 V/cm: 0.0080 meV
  peak field needed 15.0 nm above the gas: 0.78 T
\end{verbatim}
